# The Shape-Dependent G = 0 Term of NMR Shielding in Crystals: a program that tests the result

```python
"""
Result under test (Gaussian-type Hartree units, c = 1/alpha, M = chi*H):
the cell-averaged (G = 0) part of the NMR shielding of an ellipsoidal crystal is
    sigma0 = -4 pi (1 - N) chi / (1 + 4 pi N chi),
which for a sphere (N = 1/3) is -(8 pi/3) chi to first order in chi.
N: demagnetizing factor along the field; chi: volume susceptibility;
sigma: shielding, induced field = -sigma * applied field.
The electrostatic counterpart is an average field -4 pi N P.
Example: NaF as superposed free Hartree-Fock ions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erfc
from pyscf import gto, scf, dft

pi = np.pi
alpha = const.fine_structure
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def demag_axis(k):
    """Demagnetizing factor along the axis of a spheroid, k = axis/diameter."""
    f = lambda s: 0.5 * k / ((s + k * k) ** 1.5 * (s + 1.0))
    return quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]


def sigma_zero(chi, N):
    return -4 * pi * (1 - N) * chi / (1 + 4 * pi * N * chi)


# ---- finite crystals of dipoles against reciprocal sums ---------------------
# Simple cubic lattice, unit cell volume 1, so M equals the dipole of one cell.
dipole = np.array([0.6, -0.3, 1.0])
probe = np.array([0.5, 0.2, 0.35])


def finite_crystal_field(A, C):
    """Dipole sum, averaged over samples of one shape and a spread of sizes."""
    x = np.arange(-A, A + 1.0)
    z = np.arange(-C, C + 1.0)
    X, Y, Z = np.meshgrid(x, x, z, indexing="ij")
    size = np.sqrt((X**2 + Y**2) / A**2 + Z**2 / C**2)
    weight = 0.5 * erfc((size - 0.6) / 0.1)
    d = [probe[0] - X, probe[1] - Y, probe[2] - Z]
    r2 = d[0]**2 + d[1]**2 + d[2]**2
    md = dipole[0] * d[0] + dipole[1] * d[1] + dipole[2] * d[2]
    return np.array([np.sum(weight * (3 * d[i] * md / r2**2.5
                                      - dipole[i] / r2**1.5))
                     for i in range(3)])


def reciprocal_fields(width=40.0, nmax=12):
    """G != 0 sums for narrow Gaussian dipole clouds: magnetic B, electric E."""
    n = np.arange(-nmax, nmax + 1)
    G = 2 * pi * np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    G2 = np.sum(G**2, axis=1)
    G, G2 = G[G2 > 0], G2[G2 > 0]
    factor = 4 * pi * np.exp(-G2 / (4 * width)) * np.cos(G @ probe)
    longitudinal = G * ((G @ dipole) / G2)[:, None]
    B = np.sum(factor[:, None] * (dipole - longitudinal), axis=0)
    E = -np.sum(factor[:, None] * longitudinal, axis=0)
    return B, E


B_periodic, E_periodic = reciprocal_fields()
shape_rows = []
for name, A, C in (("sphere", 30, 30), ("prolate 3:1", 15, 45),
                   ("oblate 0.4:1", 40, 16)):
    direct = finite_crystal_field(A, C)
    Nz = demag_axis(C / A)
    N = np.array([(1 - Nz) / 2, (1 - Nz) / 2, Nz])
    magnetic = (direct - B_periodic) / dipole
    electric = (direct - E_periodic) / dipole
    # tolerance: tails of the Gaussian clouds and of the size average
    assert np.allclose(magnetic, 4 * pi * (1 - N), atol=5e-4)
    assert np.allclose(electric, -4 * pi * N, atol=5e-4)
    shape_rows.append((name, Nz, magnetic[2], electric[2]))

# ---- the same average field from the surface current of a sphere ------------
u, wu = np.polynomial.legendre.leggauss(80)
phi = 2 * pi * np.arange(160) / 160
U, P = np.meshgrid(u, phi, indexing="ij")
S = np.sqrt(1 - U**2)
normal = np.stack([S * np.cos(P), S * np.sin(P), U], axis=-1)
area = wu[:, None] * np.ones_like(P) * 2 * pi / 160
inside = np.array([0.2, -0.1, 0.3])
current = np.cross(np.array([0.0, 0.0, 1.0]), normal)
sep = inside - normal
kernel = np.cross(current, sep) / np.sum(sep**2, axis=-1)[..., None]**1.5
B_surface = np.sum(area[..., None] * kernel, axis=(0, 1))
assert np.allclose(B_surface, [0, 0, 8 * pi / 3], atol=1e-8)

# ---- self-consistent sphere by boundary matching, at large chi --------------
for chi_test in (0.2, -0.03):
    mu = 1 + 4 * pi * chi_test
    # unknowns: inner H and outer dipole; applied field 1, radius 1
    H_in, p_out = np.linalg.solve([[1.0, 1.0], [mu, -2.0]], [1.0, 1.0])
    assert abs(mu * H_in - (1 - sigma_zero(chi_test, 1 / 3))) < 1e-12

# ---- magic-angle spinning of a tilted spheroid ------------------------------
Nz = demag_axis(3.0)
tilt = 0.7
R = np.array([[np.cos(tilt), 0, np.sin(tilt)], [0, 1, 0],
              [-np.sin(tilt), 0, np.cos(tilt)]])
N_tilted = R @ np.diag([(1 - Nz) / 2, (1 - Nz) / 2, Nz]) @ R.T
magic = np.arccos(1 / np.sqrt(3))
turn = 2 * pi * np.arange(24) / 24
b = np.stack([np.sin(magic) * np.cos(turn), np.sin(magic) * np.sin(turn),
              np.cos(magic) * np.ones(24)], axis=1)
N_turn = np.einsum("ti,ij,tj->t", b, N_tilted, b)
N_spun = N_turn.mean()
assert abs(N_spun - 1 / 3) < 1e-8 and np.ptp(N_turn) > 0.05

# ---- Hartree-Fock ions in an even-tempered s, p basis -----------------------
basis = [[0, [0.04 * 2.2**k, 1.0]] for k in range(19)]
basis += [[1, [0.03 * 2.2**k, 1.0]] for k in range(13)]
h = 0.002
r = h * np.arange(1, 10001)


def solve_ion(symbol, charge, well_radius=None):
    """Returns <r^2>, <1/r>, density on r, virial ratio -E/T.
    well_radius: radius of a surrounding sphere of charge +1, if any."""
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge, spin=0,
                basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    if well_radius is not None:
        grid = dft.gen_grid.Grids(mol)
        grid.level = 5
        grid.prune = None
        grid.build()
        ao = mol.eval_gto("GTOval_sph", grid.coords)
        dist = np.linalg.norm(grid.coords, axis=1)
        v = -1.0 / np.maximum(dist, well_radius)
        hcore = scf.hf.get_hcore(mol) + ao.T @ (ao * (grid.weights * v)[:, None])
        mf.get_hcore = lambda *args: hcore
    energy = mf.kernel()
    assert mf.converged
    D = mf.make_rdm1()
    mean = lambda op: float(np.einsum("ij,ji->", mol.intor(op), D))
    points = np.zeros((len(r), 3))
    points[:, 2] = r
    ao = mol.eval_gto("GTOval_sph", points)
    density = np.sum((ao @ D) * ao, axis=1)
    assert abs(np.sum(4 * pi * r**2 * density) * h - 10) < 1e-5
    return mean("int1e_r2"), mean("int1e_rinv"), density, -energy / mean("int1e_kin")


r2_F, rinv_F, n_F, virial_F = solve_ion("F", -1)
r2_Na, rinv_Na, n_Na, virial_Na = solve_ion("Na", 1)
assert abs(virial_F - 1) < 1e-4 and abs(virial_Na - 1) < 1e-4

a_nm = 0.46
a = a_nm / bohr_nm
V = a**3 / 4
chi = -alpha**2 / (6 * V) * (r2_F + r2_Na)
sigma0 = -(8 * pi / 3) * chi
lamb_F = alpha**2 / 3 * rinv_F

# ---- G != 0 shielding at the F nucleus from the ionic currents --------------
G_max = 400.0
g0 = 2 * pi / a
G_mesh = np.geomspace(1.0, G_max * 1.01, 500)
moment = np.empty((500, 2))      # minus the Fourier moment per unit field
for i, G in enumerate(G_mesh):
    x = G * r
    j1 = np.sin(x) / x**2 - np.cos(x) / x
    common = alpha**2 / 2 * 4 * pi * r**3 * j1 / G * h
    moment[i] = common @ n_F, common @ n_Na
spline = CubicSpline(np.log(G_mesh), moment)
n_top = int((G_max / g0)**2)


def shell_counts(parity):
    """Number of (h,k,l), all of one parity, with h^2+k^2+l^2 = n."""
    top = int(np.sqrt(n_top)) + 2
    ints = np.arange(-top, top + 1)
    sq = ints[ints % 2 == parity]**2
    two = np.bincount(np.add.outer(sq, sq).ravel(), minlength=n_top + 1)
    total = np.zeros(n_top + 1)
    for s in sq[sq <= n_top]:
        total[s:] += two[:n_top + 1 - s]
    return total


sigma_G = 0.0
for parity, sign in ((0, 1.0), (1, -1.0)):
    count = shell_counts(parity)
    count[0] = 0.0
    shells = np.nonzero(count)[0]
    values = spline(np.log(g0 * np.sqrt(shells)))
    sigma_G += 8 * pi / (3 * V) * np.sum(count[shells]
                                        * (values[:, 0] + sign * values[:, 1]))
tail = 8 * pi / 3 / (2 * pi**2) * moment[-1, 0] * G_mesh[-1]**3 / 3

# neighbours whose electron clouds reach the F nucleus (real-space side)
overlap = 0.0
for i in range(-3, 4):
    for j in range(-3, 4):
        for k in range(-3, 4):
            if (i, j, k) != (0, 0, 0):
                dist = a / 2 * np.sqrt(i * i + j * j + k * k)
                n_ion = n_Na if (i + j + k) % 2 else n_F
                far = r >= dist
                overlap += 8 * pi / 3 * alpha**2 / 2 * np.sum((n_ion * r)[far]) * h
sphere_total = lamb_F + overlap
mismatch = sigma_G + sigma0 - sphere_total
# tolerance: the sum over G stops at G_max, the cusp tail is about 0.05 ppm
assert abs(mismatch) < 0.1e-6
assert sigma0 > 50 * abs(mismatch)

# ---- sizes of neglected effects ---------------------------------------------
odd = np.arange(1, 20, 2)
madelung = 12 * pi * np.sum(np.cosh(pi / 2 * np.sqrt(
    np.add.outer(odd**2, odd**2)))**-2.0)
well = (a / 2) / madelung
r2_well, rinv_well, _, _ = solve_ion("F", -1, well)
chi_well = -alpha**2 / (6 * V) * (r2_well + r2_Na)

t, wt = np.polynomial.legendre.leggauss(60)


def cube_factor(z):
    """Local demagnetizing factor on the axis of a cube of half-side 1."""
    rho2 = np.add.outer(t**2, t**2)
    w2 = np.outer(wt, wt)
    return sum(np.sum(w2 * d / (rho2 + d * d)**1.5) for d in (1 - z, 1 + z)) / (4 * pi)


assert abs(cube_factor(0.0) - 1 / 3) < 1e-8
cube_spread = sigma_zero(chi, cube_factor(0.0)) - sigma_zero(chi, cube_factor(0.5))
second_order = sigma_zero(chi, 1 / 3) - sigma0
cross_term = sigma0 * sigma_G
a_shift = sigma0 * ((a_nm / (a_nm + 0.005))**3 - 1)

# ---- report -----------------------------------------------------------------
ppm = 1e6
field = 9.4
print("Dipole crystals: (direct sum - G!=0 sum)/M along the axis")
for name, Nz, mag, ele in shape_rows:
    print(f"  {name}: N = {Nz:.4f}, magnetic {mag:.4f}, electric {ele:.4f}")
print(f"8 pi/3 = {8*pi/3:.4f}, -4 pi/3 = {-4*pi/3:.4f}")
print(f"Surface-current field in sphere / M = {B_surface[2]:.4f}")
print(f"N of tilted 3:1 spheroid over a turn: {N_turn.min():.4f} to {N_turn.max():.4f}")
print(f"N averaged by magic-angle spinning = {N_spun:.4f}")
print("NaF from free Hartree-Fock ions")
print(f"lattice constant = {a_nm:.2f} nm = {a:.4f} bohr")
print(f"volume per NaF = {V:.2f} bohr^3")
print(f"<r^2> F- = {r2_F:.3f} bohr^2, Na+ = {r2_Na:.3f} bohr^2")
print(f"<1/r> F- = {rinv_F:.3f} 1/bohr")
print(f"virial ratio -E/T: F- {virial_F:.6f}, Na+ {virial_Na:.6f}")
print(f"chi (Gaussian) = {chi*ppm:.4f} e-6, chi (SI) = {4*pi*chi*ppm:.3f} e-6")
molar = chi * V * (bohr_nm * 1e-7)**3 * const.N_A
print(f"molar chi (Gaussian) = {molar*ppm:.2f} e-6 cm3/mol")
print(f"G=0 shielding, sphere = {sigma0*ppm:.3f} ppm")
print(f"G!=0 shielding at F = {sigma_G*ppm:.3f} ppm")
print(f"sum of both = {(sigma0+sigma_G)*ppm:.3f} ppm")
print(f"free-ion shielding of F- = {lamb_F*ppm:.3f} ppm")
print(f"overlap of neighbours at F = {overlap*ppm:.4f} ppm")
print(f"sum minus real-space value = {mismatch*ppm:.4f} ppm")
print(f"estimated tail beyond G_max = {tail*ppm:.4f} ppm")
print(f"Shape term, field along the axis, applied field {field} T")
for name, N in (("long needle", 0.0), ("needle 10:1", demag_axis(10.0)),
                ("sphere", 1 / 3), ("disc 1:10", demag_axis(0.1)),
                ("thin plate", 1.0)):
    s = sigma_zero(chi, N)
    print(f"  {name}: N = {N:.4f}, sigma0 = {s*ppm:.3f} ppm, "
          f"mean induced field = {-s*field*1e6:.1f} uT")
print("Neglected effects")
print(f"Madelung constant = {madelung:.4f}, charged-sphere radius = {well:.3f} bohr")
print(f"<r^2> of F- in the sphere = {r2_well:.3f} bohr^2")
print(f"sphere term with compressed F- = {-(8*pi/3)*chi_well*ppm:.3f} ppm")
print(f"change of F- diamagnetic shielding = {alpha**2/3*(rinv_well-rinv_F)*ppm:.3f} ppm")
print(f"cube: N centre {cube_factor(0.0):.4f}, halfway to face {cube_factor(0.5):.4f}")
print(f"cube: shielding difference of these points = {cube_spread*ppm:.3f} ppm")
print(f"second order in chi, sphere = {second_order*ppm:.2e} ppm")
print(f"product of G=0 and G!=0 parts = {cross_term*ppm:.2e} ppm")
print(f"sphere term change for +0.005 nm in lattice constant = {a_shift*ppm:.3f} ppm")
print("no test failed")
```

Output:

```
Dipole crystals: (direct sum - G!=0 sum)/M along the axis
  sphere: N = 0.3333, magnetic 8.3775, electric -4.1888
  prolate 3:1: N = 0.1087, magnetic 11.2002, electric -1.3661
  oblate 0.4:1: N = 0.5882, magnetic 5.1754, electric -7.3909
8 pi/3 = 8.3776, -4 pi/3 = -4.1888
Surface-current field in sphere / M = 8.3776
N of tilted 3:1 spheroid over a turn: 0.1302 to 0.4456
N averaged by magic-angle spinning = 0.3333
NaF from free Hartree-Fock ions
lattice constant = 0.46 nm = 8.6927 bohr
volume per NaF = 164.21 bohr^3
<r^2> F- = 15.981 bohr^2, Na+ = 6.413 bohr^2
<1/r> F- = 27.054 1/bohr
virial ratio -E/T: F- 1.000006, Na+ 1.000012
chi (Gaussian) = -1.2104 e-6, chi (SI) = -15.210 e-6
molar chi (Gaussian) = -17.74 e-6 cm3/mol
G=0 shielding, sphere = 10.140 ppm
G!=0 shielding at F = 470.159 ppm
sum of both = 480.298 ppm
free-ion shielding of F- = 480.215 ppm
overlap of neighbours at F = 0.1295 ppm
sum minus real-space value = -0.0458 ppm
estimated tail beyond G_max = 0.0461 ppm
Shape term, field along the axis, applied field 9.4 T
  long needle: N = 0.0000, sigma0 = 15.210 ppm, mean induced field = -143.0 uT
  needle 10:1: N = 0.0203, sigma0 = 14.901 ppm, mean induced field = -140.1 uT
  sphere: N = 0.3333, sigma0 = 10.140 ppm, mean induced field = -95.3 uT
  disc 1:10: N = 0.8608, sigma0 = 2.117 ppm, mean induced field = -19.9 uT
  thin plate: N = 1.0000, sigma0 = 0.000 ppm, mean induced field = -0.0 uT
Neglected effects
Madelung constant = 1.7476, charged-sphere radius = 2.487 bohr
<r^2> of F- in the sphere = 14.776 bohr^2
sphere term with compressed F- = 9.594 ppm
change of F- diamagnetic shielding = 0.945 ppm
cube: N centre 0.3333, halfway to face 0.3947
cube: shielding difference of these points = 0.934 ppm
second order in chi, sphere = 5.14e-05 ppm
product of G=0 and G!=0 parts = 4.77e-03 ppm
sphere term change for +0.005 nm in lattice constant = -0.324 ppm
no test failed
```
